# Filter efficiency and flow in the cleanup of a recirculating bath: verification in Python

```python
"""
Result under test: a well-mixed bath (volume V) recirculated at flow Q through
a filter of single-pass efficiency E cleans as c = c0*exp(-E*Q*t/V), so that a
reduction by the factor R takes t = V*ln(R)/(Q*E).
Raising E from 0.90 to 0.999 saves about 10 percent; doubling Q halves t.
Units: L, min, L/min, particles per mL. One turnover is V/Q.
Also sized: shedding, poor mixing, stagnant pocket, loop hold-up, E(Q), noise.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

V, Q = 40.0, 20.0
E_LOW, E_HIGH = 0.90, 0.999
C_START, C_TARGET = 1000.0, 1.0
R = C_START / C_TARGET


def cleanup_time(flow, eff):
    return V * np.log(R) / (flow * eff)


def crossing_time(matrix, volumes):
    """Time at which the volume-averaged concentration has fallen by R."""
    weights = np.array(volumes) / np.sum(volumes)
    ones = np.ones(len(weights))
    return brentq(lambda t: weights @ expm(matrix * t) @ ones - 1 / R,
                  1e-6, 60.0)


def ring_matrix(n, flow, eff):
    """n equal stirred tanks in a ring, with the filter before the first."""
    a = -np.eye(n)
    for i in range(1, n):
        a[i, i - 1] += 1.0
    a[0, n - 1] += 1.0 - eff
    return a * flow * n / V


t_base = cleanup_time(Q, E_LOW)
t_filter = cleanup_time(Q, E_HIGH)
t_perfect = cleanup_time(Q, 1.0)
t_flow = cleanup_time(2 * Q, E_LOW)
print(f"bath volume {V:.0f} L, flow {Q:.0f} L/min, turnover {V/Q:.2f} min")
print(f"start {C_START:.0f} per mL, target {C_TARGET:.0f} per mL, "
      f"ln R = {np.log(R):.4f}")
print(f"time, E=0.90: {t_base:.3f} min = {t_base*Q/V:.3f} turnovers")
print(f"time, E=0.999: {t_filter:.3f} min = {t_filter*Q/V:.3f} turnovers")
print(f"time, perfect filter: {t_perfect:.3f} min")
print(f"time, E=0.90, doubled flow: {t_flow:.3f} min")
print(f"time saved by E=0.999: {100*(1-t_filter/t_base):.2f} percent")
print(f"time saved by perfect filter: {100*(1-t_perfect/t_base):.2f} percent")
print(f"time saved by doubled flow: {100*(1-t_flow/t_base):.2f} percent")
print(f"time, E=0.30: {cleanup_time(Q, 0.3):.2f} min; "
      f"E=0.60: {cleanup_time(Q, 0.6):.2f} min")
for eff in (E_LOW, E_HIGH):
    print(f"E={eff}: first filter outlet {C_START*(1-eff):.1f} per mL, "
          f"capture rate {Q*1000*eff*C_START:.4e} particles/min")

# Random parcels are drawn, filtered and returned; their passes are counted.
rng = np.random.default_rng(7)
parcels = 1_000_000
for label, flow, eff, time in (("base", Q, E_LOW, t_base),
                               ("better filter", Q, E_HIGH, t_filter),
                               ("doubled flow", 2 * Q, E_LOW, t_flow)):
    turnovers = flow * time / V
    draws = rng.integers(0, parcels, int(round(turnovers * parcels)))
    passes = np.bincount(draws, minlength=parcels)
    left = (1 - eff) ** passes
    error = left.std() / np.sqrt(parcels)
    never = np.mean(passes == 0)
    p_never = np.exp(-turnovers)
    assert abs(left.mean() - 1 / R) < 5 * error
    assert abs(never - p_never) < 5 * np.sqrt(p_never / parcels)
    print(f"parcels, {label}: left {left.mean():.3e} +- {error:.1e}, "
          f"law {1/R:.3e}")
    print(f"  never filtered {p_never:.3e} (sampled {never:.3e}), "
          f"share of survivors {100*p_never*R:.1f} percent")

# Shedding: the balance is integrated and compared with the closed formula.
SHED = 2000.0
print(f"shedding source {SHED:.0f} particles/min")
shed_times = []
for flow, eff in ((Q, E_LOW), (Q, E_HIGH), (2 * Q, E_LOW)):
    floor = SHED / (1000 * flow * eff)
    formula = V / (flow * eff) * np.log((C_START - floor) / (C_TARGET - floor))

    def balance(t, c):
        return SHED / (1000 * V) - flow * eff / V * c

    def reached(t, c):
        return c[0] - C_TARGET
    reached.terminal = True
    run = solve_ivp(balance, (0, 60), [C_START], events=reached,
                    rtol=1e-10, atol=1e-10)
    assert abs(run.t_events[0][0] - formula) < 1e-5
    shed_times.append(formula)
    print(f"  Q={flow:.0f} L/min, E={eff}: floor {floor:.4f} per mL, "
          f"time {formula:.3f} min")
assert shed_times[2] < 0.5 * shed_times[0]

# Incomplete mixing: tanks in a ring, then plug flow as a shift register.
assert abs(crossing_time(ring_matrix(1, Q, E_LOW), [V]) - t_base) < 1e-6
for n in (1, 2, 5):
    times = []
    for eff in (E_LOW, E_HIGH):
        a = ring_matrix(n, Q, eff)
        slow = -np.max(np.linalg.eigvals(a).real)
        assert abs(slow - Q / V * n * (1 - (1 - eff) ** (1 / n))) < 1e-9
        times.append(crossing_time(a, [V / n] * n))
    doubled = crossing_time(ring_matrix(n, 2 * Q, E_LOW), [V / n] * n)
    print(f"{n} tank(s): E=0.90 {times[0]:.3f} min, E=0.999 {times[1]:.3f} "
          f"min, E=0.90 doubled flow {doubled:.3f} min")
plug = []
for eff in (E_LOW, E_HIGH):
    cells, steps = np.ones(1000), 0
    while cells.mean() > (1 + 1e-9) / R:
        cells[steps % 1000] *= 1 - eff
        steps += 1
    plug.append(steps / 1000)
    assert abs(plug[-1] + np.log(R) / np.log(1 - eff)) < 2e-3
print(f"plug flow: E=0.90 {plug[0]*V/Q:.3f} min, "
      f"E=0.999 {plug[1]*V/Q:.3f} min")

# Stagnant pocket whose exchange flow does not grow with the pump flow.
V_DEAD, Q_DEAD = 4.0, 2.0
V_MAIN = V - V_DEAD


def pocket_time(flow, eff):
    a = np.array([[-(flow * eff + Q_DEAD) / V_MAIN, Q_DEAD / V_MAIN],
                  [Q_DEAD / V_DEAD, -Q_DEAD / V_DEAD]])
    return crossing_time(a, [V_MAIN, V_DEAD])


pocket = [pocket_time(Q, E_LOW), pocket_time(Q, E_HIGH),
          pocket_time(2 * Q, E_LOW)]
pocket_limit = V_DEAD / Q_DEAD * np.log(R * V_DEAD / V)
assert abs(pocket_time(1000 * Q, E_LOW) / pocket_limit - 1) < 0.01
assert pocket[2] > 0.5 * pocket[0]
print(f"stagnant pocket {V_DEAD:.0f} L, exchange {Q_DEAD:.0f} L/min:")
print(f"  E=0.90 {pocket[0]:.3f} min, E=0.999 {pocket[1]:.3f} min, "
      f"doubled flow {pocket[2]:.3f} min")
print(f"  limit at unlimited pump flow {pocket_limit:.3f} min")

# Loop hold-up: filtered liquid returns to the bath after a delay.
V_LOOP = 4.0
delay, lag = V_LOOP / Q, 400
dt = delay / lag
print(f"loop hold-up {V_LOOP:.0f} L, delay {delay:.2f} min:")
for eff, ideal in ((E_LOW, t_base), (E_HIGH, t_filter)):
    k, c = Q / V, [1.0]
    for i in range(int(round(20 / dt))):
        old = c[i - lag] if i >= lag else 1.0
        new = c[i + 1 - lag] if i + 1 >= lag else 1.0
        s1 = k * ((1 - eff) * old - c[i])
        s2 = k * ((1 - eff) * new - (c[i] + dt * s1))
        c.append(c[i] + 0.5 * dt * (s1 + s2))
    c = np.array(c)
    i1, i2 = int(round(10 / dt)), int(round(15 / dt))
    rate = np.log(c[i1] / c[i2]) / ((i2 - i1) * dt)
    root = brentq(lambda r: r - k * (1 - (1 - eff) * np.exp(r * delay)), 0, k)
    assert abs(rate - root) < 1e-5
    t_loop = np.argmax(c <= 1 / R) * dt
    print(f"  E={eff}: time {t_loop:.3f} min, "
          f"change {100*(t_loop/ideal-1):+.2f} percent")

# Same filter at doubled flow: half the residence time in the medium.
print("capture first order in residence time, same filter, doubled flow:")
for eff in (E_LOW, E_HIGH):
    slices = 200_000
    kept = (1 - eff) ** (1 / slices)   # passed by one slice at base flow
    loss_per_slice = 1 - kept
    penetration = 1.0
    for _ in range(slices):
        penetration *= 1 - loss_per_slice / 2
    assert abs(penetration / np.sqrt(1 - eff) - 1) < 1e-4
    eff_fast = 1 - np.sqrt(1 - eff)
    t_fast = cleanup_time(2 * Q, eff_fast)
    print(f"  E={eff} falls to {eff_fast:.4f}: time {t_fast:.3f} min, "
          f"speed-up {cleanup_time(Q, eff)/t_fast:.3f}")

remaining = C_TARGET * V * 1000
print(f"particles left at target {remaining:.0f}, counting noise "
      f"{100/np.sqrt(remaining):.2f} percent")
print("ALL CHECKS PASSED")
```

Output:

```
bath volume 40 L, flow 20 L/min, turnover 2.00 min
start 1000 per mL, target 1 per mL, ln R = 6.9078
time, E=0.90: 15.351 min = 7.675 turnovers
time, E=0.999: 13.829 min = 6.915 turnovers
time, perfect filter: 13.816 min
time, E=0.90, doubled flow: 7.675 min
time saved by E=0.999: 9.91 percent
time saved by perfect filter: 10.00 percent
time saved by doubled flow: 50.00 percent
time, E=0.30: 46.05 min; E=0.60: 23.03 min
E=0.9: first filter outlet 100.0 per mL, capture rate 1.8000e+07 particles/min
E=0.999: first filter outlet 1.0 per mL, capture rate 1.9980e+07 particles/min
parcels, base: left 1.054e-03 +- 2.3e-05, law 1.000e-03
  never filtered 4.642e-04 (sampled 5.130e-04), share of survivors 46.4 percent
parcels, better filter: left 9.837e-04 +- 3.1e-05, law 1.000e-03
  never filtered 9.931e-04 (sampled 9.770e-04), share of survivors 99.3 percent
parcels, doubled flow: left 1.021e-03 +- 2.3e-05, law 1.000e-03
  never filtered 4.642e-04 (sampled 4.890e-04), share of survivors 46.4 percent
shedding source 2000 particles/min
  Q=20 L/min, E=0.9: floor 0.1111 per mL, time 15.612 min
  Q=20 L/min, E=0.999: floor 0.1001 per mL, time 14.040 min
  Q=40 L/min, E=0.9: floor 0.0556 per mL, time 7.739 min
1 tank(s): E=0.90 15.351 min, E=0.999 13.829 min, E=0.90 doubled flow 7.675 min
2 tank(s): E=0.90 10.562 min, E=0.999 8.592 min, E=0.90 doubled flow 5.281 min
5 tank(s): E=0.90 7.927 min, E=0.999 5.243 min, E=0.90 doubled flow 3.964 min
plug flow: E=0.90 6.000 min, E=0.999 2.000 min
stagnant pocket 4 L, exchange 2 L/min:
  E=0.90 18.377 min, E=0.999 17.098 min, doubled flow 12.651 min
  limit at unlimited pump flow 9.210 min
loop hold-up 4 L, delay 0.20 min:
  E=0.9: time 15.511 min, change +1.04 percent
  E=0.999: time 13.831 min, change +0.01 percent
capture first order in residence time, same filter, doubled flow:
  E=0.9 falls to 0.6838: time 10.102 min, speed-up 1.519
  E=0.999 falls to 0.9684: time 7.133 min, speed-up 1.939
particles left at target 40000, counting noise 0.50 percent
ALL CHECKS PASSED
```
